# Length-velocity agreement does not prove an oscillator strength accurate

## Definitions and conventions

Hartree atomic units are used: $\hbar=m_e=e=1$. Energies are in hartree, lengths in bohr, and oscillator strengths have no unit. The nucleus is fixed, and relativity is left out.

Consider the absorption 2s → 2p of one electron with Hamiltonian

$$H=\tfrac12p^2+V(\mathbf r),\qquad p_z=-i\partial_z .$$

The potential $V$ is *local*: it multiplies the wave function by a number at each point, and it is the same for all states. Let $|s\rangle$ and $|p\rangle$ be eigenstates of $H$ with energies $E_s$ and $E_p$, where $|p\rangle$ is the 2p state with $m=0$, and let $\Delta E=E_p-E_s>0$. Three matrix elements are needed:

$$Z=\langle p|z|s\rangle,\qquad D=\langle p|\partial_z|s\rangle,\qquad F=\langle p|(\partial_zV)|s\rangle .$$

All wave functions are real. For light polarized along $z$, an s state couples to the $m=0$ component of 2p alone, so the oscillator strength in its length form is

$$f_L=2\,\Delta E\,Z^2 .$$

The velocity and acceleration forms are

$$f_V=\frac{2D^2}{\Delta E},\qquad f_A=\frac{2F^2}{\Delta E^3}.$$

## The belief and its appeal

The belief is this: if a calculation gives the same oscillator strength in the length and velocity forms, the value is accurate.

There is a sound reason to find this attractive. The two forms weight the wave function differently. The operator $z$ grows with distance and favours the outer region, while $\partial_z$ responds to slopes and gives more weight to the inner region. An error in the wave function should then affect the two forms differently, and their agreement looks like the testimony of two independent witnesses.

There is also a true theorem behind it. The Hamiltonian of an atom with $N_e$ electrons and nuclear charge $Q$ is

$$H_{\rm atom}=\sum_i\left(\tfrac12p_i^2-\frac{Q}{r_i}\right)+\sum_{i<j}\frac1{r_{ij}} .$$

Its potential energy is a function of the coordinates and commutes with $\sum_i z_i$. The exact states of the atom therefore give equal length and velocity values, by the same argument as the one-electron derivation below. Exactness implies agreement. The belief uses the converse, and the converse is false.

## Why every local potential passes

Let the commutator of $H$ with $z$ act on a function $\psi$. The potential drops out, because $Vz\psi-zV\psi=0$. The kinetic energy leaves

$$[H,z]\psi=-\tfrac12\left[\partial_z^2(z\psi)-z\,\partial_z^2\psi\right]
=-\tfrac12\left[2\,\partial_z\psi+z\,\partial_z^2\psi-z\,\partial_z^2\psi\right]=-\partial_z\psi .$$

The derivatives with respect to $x$ and $y$ commute with $z$ and contribute nothing. Now take the matrix element between the two eigenstates. In $\langle p|Hz|s\rangle$ the Hamiltonian acts to the left and gives $E_p$; in $\langle p|zH|s\rangle$ it acts to the right and gives $E_s$. Hence

$$\Delta E\,Z=-D. \tag{1}$$

Inserting $D^2=\Delta E^2Z^2$ into the velocity form gives $f_V=2\,\Delta E\,Z^2=f_L$.

The acceleration form follows from a second commutator. The kinetic energy commutes with $\partial_z$, so

$$[H,\partial_z]\psi=V\partial_z\psi-\partial_z(V\psi)=-(\partial_zV)\psi .$$

Its matrix element is $\Delta E\,D=-F$. With (1) this becomes $F=\Delta E^2Z$, and therefore $f_A=2\,\Delta E\,Z^2=f_L$.

Nothing in this derivation asks whether $V$ describes the atom. The conditions are that $V$ is local, that both states belong to the same $H$, that they are its exact eigenstates, and that $\Delta E\neq0$. The acceleration form also needs $\partial_zV$ to contain the whole force: a hard wall, where $V$ is not finite, adds a surface term to $F$. The two witnesses are not independent: both take their evidence from one Hamiltonian, and equation (1) forces them to say the same thing. An error in $V$ changes both values equally.

The oscillator-strength sum rule does not expose a wrong potential either. Expanding a double commutator gives

$$[z,[H,z]]=2zHz-z^2H-Hz^2 .$$

Take its expectation value in $|s\rangle$ and insert a complete set of eigenstates $|n\rangle$ on either side of $H$ in the first term:

$$\langle s|[z,[H,z]]|s\rangle=2\sum_n(E_n-E_s)\,|\langle n|z|s\rangle|^2 .$$

The right side is the sum of all oscillator strengths from $|s\rangle$, with the continuum included. The left side follows from $[H,z]=-\partial_z$: it is the expectation value of $[z,-\partial_z]=1$. The sum is 1 for every local one-electron potential, so a wrong $V$ can move strength between transitions without changing the total.

## A family of lithium models

A lithium atom has one electron outside a 1s² core. Far out, that electron sees a charge of 1; close to the nucleus, it sees a charge of 3. A simple local potential with both limits is

$$V_a(r)=-\frac{1+2e^{-ar}}{r},$$

where $a$, in bohr⁻¹, sets how quickly the core screens the nucleus. Every member of the family satisfies (1). If the members give different oscillator strengths, at most one of those values can be right for lithium, and agreement has certified all of them.

To obtain numbers, write the wave functions with reduced radial functions $P_s$ and $P_p$, each normalized to $\int P^2dr=1$:

$$\psi_s=\frac{P_s}{r}\frac1{\sqrt{4\pi}},\qquad
\psi_p=\frac{P_p}{r}\sqrt{\frac3{4\pi}}\cos\theta .$$

With $z=r\cos\theta$, the angular integral is $\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=\frac{\sqrt3}{4\pi}\cdot\frac{4\pi}{3}=\frac1{\sqrt3}$. The derivative of a spherical function is $\partial_zg(r)=g'(r)\cos\theta$, which brings in the same angular integral. For $g=P_s/r$, the product rule gives $g'=P_s'/r-P_s/r^2$. Hence $Z=R/\sqrt3$ and $D=W/\sqrt3$, with

$$R=\int_0^\infty P_p\,r\,P_s\,dr,\qquad
W=\int_0^\infty P_p\left(P_s'-\frac{P_s}{r}\right)dr ,$$

and

$$f_L=\tfrac23\,\Delta E\,R^2,\qquad f_V=\frac{2W^2}{3\,\Delta E}.$$

The radial equation was solved by diagonalizing $H$ in 60 functions for each $l$, of the form $r^{l+1}e^{-2r}$ times a Laguerre polynomial in $4r$. The integrals $R$ and $W$ were then evaluated separately by numerical quadrature.

A reference value is needed to judge the results. It comes from a full configuration interaction calculation for all three electrons, which diagonalizes $H_{\rm atom}$ among all configurations that a finite set of orbitals allows. The Gaussian basis had ten s and six p shells, with exponents $0.02\times2.7^k$ counted from $k=0$, and two d shells, with exponents 0.15 and 0.60. The orbitals were those of a Hartree-Fock calculation on Li⁺, without the ones above 15 hartree, which left 34. In the oscillator strength, $z$ and $\partial_z$ are replaced by their sums over the electrons.

The result is $\Delta E=0.0677$ hartree (1.84 eV), $f_L=0.750$ and $f_V=0.748$. Without the d shells, $f_L$ is 0.761. This change of about 0.01 indicates how sensitive the reference is to its orbitals, though it does not bound the error. The last digits are not converged: a larger basis of fourteen s, nine p, five d and two f shells (77 orbitals) gives $\Delta E=0.0679$ hartree (1.85 eV) and $f_L=f_V=0.747$. This shift of 0.003 in $f_L$ changes the deviations quoted below by less than half a percentage point. The reference leaves out relativity, nuclear motion and the rest of the orbital space.

The local models give the following values. The last column is the deviation of $f_L$ from the reference length value, relative to that value.

| $a$ | $\Delta E$ | $\lvert R\rvert$ | $f_L$ | $f_V$ | deviation |
|---|---|---|---|---|---|
| 1.5 | 0.07545 | 3.591 | 0.6486 | 0.6486 | −14 % |
| 2.0 | 0.06726 | 3.989 | 0.7134 | 0.7134 | −5 % |
| 3.0 | 0.05339 | 4.393 | 0.6868 | 0.6868 | −8 % |
| 4.0 | 0.04110 | 4.652 | 0.5929 | 0.5929 | −21 % |
| 6.0 | 0.02339 | 4.958 | 0.3833 | 0.3833 | −49 % |

For $a=6$ the length form reads

$$f_L=\tfrac23\times0.02339\times(4.958)^2=0.383 .$$

This is about half the reference value, and the difference is far larger than the sensitivity of the reference. Yet the relative gap $|f_V/f_L-1|$ is below $10^{-11}$ in every row. In the reference calculation it is 0.3 %, and still 0.02 % with 77 orbitals. If agreement measured accuracy, the worst model in the table would be preferred to the three-electron calculation.

The table also shows how the strength goes wrong. From each row to the next, the region of extra attraction shrinks, $\Delta E$ falls and $|R|$ rises. Between $a=1.5$ and $a=2$ the rise of $R^2$ wins; in each later step of the table the fall of $\Delta E$ wins. The turning point lies above $a=2$, since $a=2.116$, used below, gives $f_L=0.717$. In the limit $a\to\infty$ the potential becomes that of hydrogen, where 2s and 2p have the same energy. There $P_s=r(1-r/2)e^{-r/2}/\sqrt2$ and $P_p=r^2e^{-r/2}/\sqrt{24}$, so

$$R=\frac1{\sqrt{48}}\int_0^\infty r^4\left(1-\frac r2\right)e^{-r}dr=\frac{24-60}{\sqrt{48}}=-5.20 .$$

Since $R$ stays finite while $\Delta E\to0$, the oscillator strength goes to zero. The two forms agree at every finite $a$ on the way to this useless answer for lithium.

A local model need not be poor. In the reference, the 2s electron is bound by 0.1978 hartree relative to Li⁺. Choosing $a=2.116$ reproduces this energy and gives $f_L=f_V=0.717$, about 4 % below the reference. (With 77 orbitals the binding energy is 0.1981 hartree and the fitted $a$ is 2.104; $f_L$ stays at 0.717.) What singles out this potential is the energy it was fitted to. Agreement holds just as well for the potentials that were not fitted.

## What agreement does test

The derivation of (1) uses exact eigenstates. Suppose that $|s\rangle$ and $|p\rangle$ are approximate, with $E_s$ and $E_p$ the energies assigned to them, and define the residuals

$$|\rho_s\rangle=(H-E_s)|s\rangle,\qquad|\rho_p\rangle=(H-E_p)|p\rangle .$$

In the matrix element of $[H,z]$, replace $H|s\rangle$ by $E_s|s\rangle+|\rho_s\rangle$, and treat $\langle p|H$ in the same way. Then

$$-D=\Delta E\,Z+\langle\rho_p|z|s\rangle-\langle p|z|\rho_s\rangle .$$

The gap between the forms responds to the residuals, that is, to how well the given Hamiltonian has been solved. For the poor potential $a=6$, enlarging the Laguerre basis gives:

| functions per $l$ | $f_L$ | $f_V$ |
|---|---|---|
| 8 | 0.2186 | 0.5601 |
| 12 | 0.3623 | 0.3935 |
| 16 | 0.3817 | 0.3837 |
| 24 | 0.3833 | 0.3833 |

The forms begin far apart and come together as the basis grows. They meet at 0.383, the correct answer for this potential and a wrong one for lithium. Here a large gap is a useful warning that the basis is too small. Even as a test of convergence, agreement is not conclusive. The forms agree whenever one number, $\langle\rho_p|z|s\rangle-\langle p|z|\rho_s\rangle$, vanishes, and this does not require either residual to be zero. In the Laguerre basis the first term is zero at every basis size: diagonalization makes $\rho_p$ orthogonal to all the p basis functions, and $rP_s$, which is $r^2e^{-2r}$ times a polynomial of degree below the basis size, is a combination of them. The gap in this table therefore tests a single projection of $\rho_s$.

## Disagreement is not a measure of error either

Some model potentials depend on the angular momentum of the electron. Let $V_s(r)$ act on s waves and $V_p(r)$ on p waves. Such a potential is not local in the sense used here, because it must first separate the wave function into its angular parts. It no longer commutes with $z$, which turns an s wave into a p wave. In $\langle p|Hz|s\rangle$ the potential acts on the p wave $z\psi_s$; in $\langle p|zH|s\rangle$ it acts on $\psi_s$ itself. The kinetic part is unchanged, so

$$\Delta E\,Z=-D+\langle p|(V_p-V_s)\,z|s\rangle .$$

Multiplying by $\sqrt3$ gives the radial relation

$$\Delta E\,R=-W+X,\qquad X=\int_0^\infty P_p\,(V_p-V_s)\,r\,P_s\,dr .$$

The velocity operator is $\dot z=i[H,z]$. For a local potential it equals $p_z$; here it has an additional part from the potential. The bare form $f_V$, built from $\partial_z$ alone, therefore differs from $f_L$ in general, even when the radial equations are solved exactly.

Take $V_s$ and $V_p$ from the same family, with $a_s=2.116$ and $a_p=2.365$, fitted to the reference binding energies of 2s and 2p. With the overall sign chosen so that $R>0$, the solution has $\Delta E=0.06774$, $R=4.0747$, $W=-0.27361$ and $X=0.00241$. The two sides of the relation are

$$\Delta E\,R=0.06774\times4.0747=0.2760,\qquad -W+X=0.27361+0.00241=0.2760 .$$

The oscillator strengths are

$$f_L=\tfrac23\times0.06774\times(4.0747)^2=0.750,\qquad
f_V=\frac{2\times(0.27361)^2}{3\times0.06774}=0.737 .$$

The gap is 1.7 %, yet the length value agrees with the reference to within the roughly 0.01 by which the reference itself moved when its d shells were removed. The fitted local potential, with no visible gap, is about 4 % off. Most of that difference comes from the fitting: with two parameters $\Delta E$ equals the reference value by construction, whereas the one-parameter local fit gives $\Delta E=0.0655$, 3.3 % below the reference value. In this comparison the model that fails the agreement test has the better length value.

Replacing $W$ by $W-X$ restores equality. That does not certify the model either, since the corrected relation holds for any choice of $V_s$ and $V_p$.

Two questions have to be kept apart. The first is whether the equations of the model have been solved; comparing the forms helps to answer it, provided that the velocity operator belongs to the model's Hamiltonian. The second is whether the model describes the atom. That needs evidence from outside the model, such as a calculation with a better Hamiltonian or a measurement.
